\section*{The 121st electron and the inner well of 5g}

\section{The problem}

Take the closed-shell ion $[\mathrm{Og}]8s^2$, which has 120 electrons, and add one more.

(a) At nuclear charge $Z=121$, does the added electron enter $8p_{1/2}$, $7d$ or $5g$, and what part does relativity play in the answer?

(b) Keep the 120-electron core and raise $Z$ continuously. The $5g$ electron first moves far outside the core and later close to the nucleus. At what charge does it change place?

Part (b) has to specify the core, because further electrons screen the nucleus and change the answer. It also needs a criterion. For a core computed without the added electron, the collapse charge $Z_c$ is defined here as the charge at which the lowest $g_{7/2}$ state has half its probability inside $2.5$ bohr. For a core that adjusts to the added electron, it is the charge at which the compact and the outer configurations have equal energy.

Atomic units are used: energies are in hartree, lengths in bohr, and $c=137.036$. Rest energies are subtracted. The net charge of the core is $\zeta=Z-120$.

\section{A first estimate by scaling}

\subsection{The outer 5g electron}

Outside the core the electron sees the potential $-\zeta/r$. A hydrogen-like state with $n=5$, $l=4$ has
\begin{equation}
E_{\rm out}=-\frac{\zeta^2}{2n^2}=-\frac{\zeta^2}{50},\qquad
\langle r\rangle=\frac{3n^2-l(l+1)}{2\zeta}=\frac{27.5}{\zeta}.
\label{outer}
\end{equation}
At $Z=121$ this gives $-0.020$ hartree at a mean radius of $27.5$ bohr.

\subsection{The inner well}

For the inner region use a nonrelativistic statistical atom with potential
\begin{equation}
V(r)=-\frac{Z}{r(1+r/R)^2}.
\end{equation}
The length $R$ follows from the number of electrons. In a neutral statistical atom the local Fermi momentum is $p_F=\sqrt{-2V}$ and the density is $p_F^3/3\pi^2$. With $s=r/R$, neutrality requires
\begin{align}
Z&=\int_0^\infty 4\pi r^2\,\frac{(-2V)^{3/2}}{3\pi^2}\,dr
=\frac{4}{3\pi}(2ZR)^{3/2}\int_0^\infty\frac{s^{1/2}}{(1+s)^3}\,ds\nonumber\\
&=\frac{4}{3\pi}(2ZR)^{3/2}\,\frac{\pi}{8}=\frac{(2ZR)^{3/2}}{6}.
\end{align}
The last integral is the beta function $B(\tfrac32,\tfrac32)=\pi/8$. Hence
\begin{equation}
2ZR=(6Z)^{2/3},\qquad R=\frac{6^{2/3}}{2}Z^{-1/3}=1.65\,Z^{-1/3}.
\label{R}
\end{equation}

A classically allowed region at zero energy needs $-2r^2V\ge(l+\tfrac12)^2$, where $(l+\frac12)^2$ is the semiclassical form of $l(l+1)$. The left side is $2ZR\,s/(1+s)^2$. Its maximum, at $s=1$, is $2ZR/4$. The condition becomes $(6Z)^{2/3}\ge(2l+1)^2$, or
\begin{equation}
Z\ge\frac{(2l+1)^3}{6}=\frac{729}{6}=121.5\quad(l=4),
\label{well}
\end{equation}
and the region opens at $r=R=0.33$ bohr.

An allowed region need not hold a bound state. In this model the charge for binding can be found in closed form. At zero energy the radial equation is
\begin{equation}
\frac{d^2u}{ds^2}=\left[\frac{l(l+1)}{s^2}-\frac{2ZR}{s(1+s)^2}\right]u .
\end{equation}
Try $u=s^{l+1}(1+s)^{-m}$. Then $u'/u=(l+1)/s-m/(1+s)$, and $u''/u=(u'/u)^2+(u'/u)'$ gives
\begin{equation}
\frac{u''}{u}=\frac{l(l+1)}{s^2}
+\frac{-2(l+1)m(1+s)+m(m+1)s}{s(1+s)^2}.
\end{equation}
The terms proportional to $s$ in the last numerator cancel if $m+1=2(l+1)$, that is $m=2l+1$. What remains is the required equation with $2ZR=2(l+1)(2l+1)$. The solution has no node and falls as $s^{-l}$, so for $l=4$ it is the lowest state, just bound. With (\ref{R}),
\begin{equation}
Z=\frac{[(2l+1)(2l+2)]^{3/2}}{6}=\frac{90^{3/2}}{6}=142 .
\label{bind}
\end{equation}
The estimate thus says that the well opens near 121 and binds near 142. For large $l$ both charges grow as $l^3$.

\subsection{The p and d electrons}

Scaling cannot place $8p$ against $7d$, but it gives a rough size for the relativistic splitting of $8p$. Near a bare nucleus the Dirac energies depend on $n-|\kappa|+\gamma_\kappa$, with $\gamma_\kappa=\sqrt{\kappa^2-(Z/c)^2}$, where the nonrelativistic energies depend on $n$. As a rough estimate, assume that the inner region of the screened atom lowers the effective quantum number $\nu$ by the same amount, $|\kappa|-\gamma_\kappa$. For $Z=121$, $(Z/c)^2=0.780$, and the shift is $1-0.469=0.531$ for $p_{1/2}$ and $2-1.795=0.205$ for $p_{3/2}$. From $E=-1/2\nu^2$ follows $dE=d\nu/\nu^3$. With $\nu\approx2$, a binding of one eighth of a hartree, the splitting is about
\begin{equation}
\frac{0.531-0.205}{8}\approx0.04\ \text{hartree},
\label{so}
\end{equation}
with $8p_{1/2}$ the lower level.

\section{The self-consistent solution}

\subsection{Radial equations and basis}

The model is Dirac--Hartree--Fock theory with the instantaneous Coulomb interaction. It leaves out correlation, the Breit interaction and radiative corrections. Nonlocal exchange is preferred to a local density functional because the self-interaction error of such a functional could affect a small $8p$--$7d$ difference.

For large and small components $P$ and $Q$ in a local potential $V$, the equations are
\begin{align}
VP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q&=EP,\label{d1}\\
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2)Q&=EQ.\label{d2}
\end{align}
Here $\kappa=l$ for $j=l-\frac12$ and $\kappa=-l-1$ for $j=l+\frac12$. If $|E-V|\ll2c^2$, (\ref{d2}) gives $Q\approx(P'+\kappa P/r)/2c$. Inserted in (\ref{d1}), this produces the kinetic term
\begin{equation}
\frac12\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P
=\frac12\left[-P''+\frac{\kappa(\kappa+1)}{r^2}P\right],
\end{equation}
because the two terms in $P'$ cancel. Since $\kappa(\kappa+1)=l(l+1)$ for both signs of $\kappa$, this is the Schr\"odinger form.

A basis must be able to reproduce this relation. The large component is expanded in functions $r^{l+1}e^{-ar^2}$, whose exponents $a$ double from one to the next, and the small component in $(d/dr+\kappa/r)$ acting on them. Diagonalization then gives negative-energy states, which are left empty, and electron states above them. The nucleus is a Gaussian charge with a chosen root-mean-square radius of $6.2$ fm. Integrals are sums on a logarithmic grid.

\subsection{Exchange averaged over a shell}

Expand $1/r_{12}$ in multipoles with radial part $r_<^k/r_>^{k+1}$. The exchange of an electron $a$ with a filled shell $b$ contains the squared angular matrix elements of the multipole operator $C^k$, summed over the substates of $b$. By the Wigner--Eckart theorem this sum is
\begin{equation}
\frac{\langle a\|C^k\|b\rangle^2}{2j_a+1}
=(2j_b+1)\begin{pmatrix}j_a&k&j_b\\ \frac12&0&-\frac12\end{pmatrix}^2,
\end{equation}
with $l_a+k+l_b$ even. The operator for shell $a$ is therefore $h+G_c$, where $h$ is the one-electron part and
\begin{equation}
G_c=\sum_b(2j_b+1)\left[J_b-\sum_k\begin{pmatrix}j_a&k&j_b\\ \frac12&0&-\frac12\end{pmatrix}^2K_b^k\right].
\end{equation}
For a single filled $s$ shell only $k=0$ occurs and the squared symbol is $\frac12$. Acting on its own orbital, the shell contributes $2(J-\frac12J)=J$, so each electron sees one partner and not itself.

\subsection{The energy of adding an electron}

With the core orbitals fixed, adding an orbital $v$ changes the energy by
\begin{equation}
E_{121}-E_{120}=\langle v|h+G_c|v\rangle=\varepsilon_v .
\end{equation}
An empty orbital of the ion sees the 120 core electrons and no charge of its own, so its eigenvalue is the frozen-core addition energy.

If the core may relax, the energy to be made stationary is $E_{\rm core}+\langle v|h+G_c|v\rangle$. Let $G_v$ be the averaged field of the added electron. A core orbital then feels $F_c=h+G_c+G_v$, while the added electron feels $F_v=h+G_c$. When a core shell $c$ has the same $\kappa$ as $v$, consider the small rotation $c\to c+\theta v$, $v\to v-\theta c$. The $2j+1$ core electrons and the single outer one contribute
\begin{equation}
\delta E=2\theta\left[(2j+1)(F_c)_{cv}-(F_v)_{cv}\right],
\end{equation}
so stationarity requires $(F_c)_{cv}=(F_v)_{cv}/(2j+1)$. This condition is imposed for $8p_{1/2}$ and $7d_{3/2}$. For $5g$ the core has no $g$ shell and no such condition arises.

\subsection{Part (a): element 121}

The frozen-core energies $\varepsilon$ and mean radii at $Z=121$ are given below. The last two columns repeat the whole calculation, core included, with $c$ ten times larger, which reduces the leading relativistic corrections, of order $1/c^2$, a hundredfold. With exponent ratio $1.7$ in place of 2, the energies for the true $c$ do not change in the digits shown; at $10c$ the compact $5g$ level moves up by $0.0005$ and $6f$ by $0.0001$.

\begin{center}
\begin{tabular}{lrrrr}
 & $\varepsilon$ & $\langle r\rangle$ & $\varepsilon$, $10c$ & $\langle r\rangle$, $10c$\\
$8p_{1/2}$ & $-0.1433$ & 5.35 & $-0.1245$ & 6.41\\
$8p_{3/2}$ & $-0.0948$ & 7.48 & $-0.1242$ & 6.42\\
$7d_{3/2}$ & $-0.1024$ & 4.78 & $-0.2051$ & 3.47\\
$7d_{5/2}$ & $-0.1013$ & 4.93 & $-0.2049$ & 3.47\\
$6f_{5/2}$ & $-0.0316$ & 17.49 & $-0.2744$ & 1.85\\
$5g_{7/2}$ & $-0.0200$ & 27.50 & $-0.0456$ & 0.82
\end{tabular}
\end{center}

The lowest level is $8p_{1/2}$. When the core relaxes, the addition energies are $-0.1473$ for $8p_{1/2}$ and $-0.1092$ for $7d_{3/2}$. The separation falls from $0.0409$ to
\begin{equation}
-0.1092+0.1473=0.0381\ \text{hartree}=1.04\ \text{eV},
\end{equation}
because $7d_{3/2}$ gains more from relaxation, but the order stays. The relaxed binding energy of $8p_{1/2}$ is $4.01$ eV. Both figures are Dirac--Hartree--Fock values; correlation, left out here, can change them by several tenths of an eV.

The $5g$ electron could also sit in the inner well and force the core to rearrange, which a frozen core does not allow for. To compute this configuration the $g$ functions with exponents below about $0.5$ are left out, so that the electron cannot escape outward. With this cut and its core relaxed, the compact configuration has an addition energy of $+0.93$ hartree. It lies above the bare ion, and without the restriction the electron would leave. Because the state is not bound, the figure depends on where the basis is cut and gives only its rough position. Both forms of $5g$ are thus well above $8p_{1/2}$.

With $c$ ten times larger the order is different: $6f$ is lowest of the six, and $7d_{3/2}$ lies $0.081$ below $8p_{1/2}$. Relativity changes the $7d_{3/2}$--$8p_{1/2}$ separation by $0.041+0.081=0.122$ hartree. Of this, $0.103$ is the rise of $7d_{3/2}$ and only $0.019$ the fall of $8p_{1/2}$. In this model the electron enters $8p_{1/2}$ mainly because its competitors are pushed up. A plausible cause, not isolated here, is that the contracted inner shells screen the nucleus more strongly for $d$, $f$ and $g$ electrons.

\subsection{Part (b): the collapse}

At $Z=121$ the direct potential, with $l(l+1)/2r^2=10/r^2$ added, has an inner minimum of $-3.61$ hartree at $0.34$ bohr, a barrier of $1.89$ at about $1.06$ bohr and a shallow outer minimum of $-0.025$ near 20 bohr. Exchange is not part of this picture but is part of the energies.

As $Z$ rises with the 120-electron core, recomputed at each charge without the $5g$ electron, the lowest $g_{7/2}$ state changes as follows. The last column is the probability inside $2.5$ bohr.

\begin{center}
\begin{tabular}{rrrr}
$Z$ & $\varepsilon$ & $\langle r\rangle$ & inner part\\
121 & $-0.0200$ & 27.50 & 0.000\\
122 & $-0.0802$ & 13.68 & 0.000\\
123 & $-0.1927$ & 3.79 & 0.558\\
124 & $-0.9421$ & 0.80 & 0.994
\end{tabular}
\end{center}

Interpolating the $g_{7/2}$ matrix between these charges and bisecting for an inner part of one half gives
\begin{equation}
Z_c=123.00\qquad\text{(frozen core)}.
\end{equation}
That this is close to an integer has no significance in the model. New self-consistent solutions $0.03$ below and above $Z_c$ have inner parts of $0.16$ and $0.79$, with energies $-0.1814$ and $-0.2069$. The collapse is rapid but continuous. Because the row for $Z=123$ lies on this steep part, its last digits depend on the basis: with exponent ratio $1.7$ the mean radius moves by about $0.04$ bohr, the inner part by about $0.007$ and the energy by $10^{-4}$, while $Z_c$ stays at $123.00$.

Two coupled states account for this. Let the inner and outer states have energies $E_{\rm in}$, $E_{\rm out}$ and coupling $W$, and let $\Delta=E_{\rm out}-E_{\rm in}$. The lower eigenvalue of the $2\times2$ matrix and its inner weight are
\begin{equation}
E=\frac{E_{\rm in}+E_{\rm out}-\sqrt{\Delta^2+4W^2}}{2},\qquad
p=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+4W^2}}\right).
\end{equation}
At the crossing $\Delta=0$, so $E=E_{\rm out}-W$, and $dE/dZ$ is the mean of the two slopes if $W$ is constant. The numbers give:
\begin{itemize}
\item From (\ref{outer}) with $\zeta=3.00$, $E_{\rm out}=-0.180$ and $dE_{\rm out}/dZ=-\zeta/25=-0.12$.
\item The computed slope is $(-0.2069+0.1814)/0.06=-0.425$, so $dE_{\rm in}/dZ=2(-0.425)+0.12=-0.73$. Hence $\Delta$ grows by $0.61$ per unit charge.
\item The computed energy at the crossing is about $-0.191$, so $W\approx0.011$.
\end{itemize}
At $0.03$ above $Z_c$, $\Delta=0.018$ and $p\approx0.8$; at $0.03$ below, $p\approx0.2$. This agrees with the computed inner parts to a few hundredths. The collapse takes place over roughly $2W/0.61\approx0.04$ units of charge on either side.

Now let the core respond. At the frozen-core $Z_c$ the compact configuration, computed with its own relaxed core, has the addition energy $-0.353$. The two-state picture puts the inner state of the frozen core at $-0.180$ there, so relaxation gains about $0.17$ hartree; the cut in the $g$ basis makes this uncertain by about $0.01$. Dividing by the slope $0.61$ predicts that the crossing moves down by $0.28$. Solving directly for equal energies of the compact configuration and the outer level $-\zeta^2/50$ gives
\begin{equation}
Z_c=122.7\qquad\text{(relaxed core)},
\end{equation}
in accord with the prediction. In the series of ions with 121 electrons, $5g$ is therefore outside at $Z=122$, and at $Z=123$ the compact configuration is the lower of the two.

This is not the charge at which neutral atoms begin to fill $5g$. For neutral element 123, take the closed core $[\mathrm{Og}]8s^28p_{1/2}^2$ and add one $5g$ electron. Its frozen-core level is again at $-0.0200$ with $\langle r\rangle=27.5$ bohr. The two extra electrons lower the net core charge from 3 to 1 and raise the inner well. Since $\langle1/r\rangle\ge1/\langle r\rangle$, two $8p_{1/2}$ electrons with the radius found at $Z=121$ raise the potential at the nucleus by at least $2/5.35=0.37$ hartree. The bound applies at $r=0$; evaluated directly, the rise is $0.46$ there and $0.44$ averaged over the inner $5g$ orbital, so $0.37$ is safe for that orbital too. This would lift the inner level from $-0.18$ to about $+0.19$ or higher, above the outer level. The figure ignores exchange and the response of the other shells, but it shows why the occupation must be stated.

\section{Comparison of the estimate and the solution}

For the outer $5g$ electron at $Z=121$, (\ref{outer}) reproduces the energy and radius to the digits shown. It fails near $Z=123$, where the inner state mixes in.

For the $8p$ splitting, (\ref{so}) gives $0.04$ hartree and the solution $0.1433-0.0948=0.0485$. The estimate is low by about a sixth. This agreement is not general: for $7d$, with $\nu\approx2.2$ and a shift of $3-2.867=0.133$ for $d_{5/2}$, the same argument gives $(0.205-0.133)/2.2^3\approx0.007$, while the computed splitting is only $0.001$. Nor does the estimate give the shift of either $8p$ level: it would lower $8p_{3/2}$, whereas the computed level rises by $0.029$ when $c$ is reduced to its true value.

For the collapse, the opening of the well at $121.5$ is close to the computed $123.0$ and $122.7$, and its radius of $0.33$ bohr matches the computed minimum at $0.34$. The closeness of the charges is partly accidental. Within the same statistical model the charge for actual binding is 142, yet the calculation with tenfold $c$ already finds a compact bound $5g$ state at 121. The statistical model leaves out the attraction due to exchange, and its well is also too shallow. At $r=0.34$ and $Z=121$, where $R=0.3338$, it gives
\begin{equation}
-\frac{121}{0.34\,(1+0.34/0.3338)^2}+\frac{10}{0.34^2}\approx-87.3+86.5=-0.8,
\end{equation}
against $-3.6$ for the self-consistent direct potential. This value is negative already at $Z=121$ because $l(l+1)=20$ is used here; with it the model well opens at $80^{3/2}/6=119.3$, not at the $121.5$ obtained with $(l+\frac12)^2$. The two attractions, $87.3$ and $90.1$, differ by three per cent, but the well is the small remainder after the centrifugal term is subtracted. Scaling therefore fixes where the inner well lies, but not how deep it is. The charge of collapse depends on a few per cent of the net attraction, and hence on relativity, exchange and the occupation of the outer shells.
